# Slope of the Tran-Blaha gap with respect to c

## The form fixed by dimensions and symmetry

The parameter $c$ of the Tran-Blaha exchange potential is a pure number, so the slope $dE_g/dc$ is an energy. Linearity and one symmetry nearly fix its form. First, $c$ multiplies local potentials, so at frozen density the Hamiltonian changes by $w(\mathbf r)\,dc$, with $w=\partial v_x/\partial c$. To first order each band edge then responds linearly to $w$. Secondly, adding a constant to $w$ shifts both edges equally and cannot change the gap. The slope must therefore have the form

$$\frac{dE_g}{dc}=\int\left[n_C(\mathbf r)-n_V(\mathbf r)\right]w(\mathbf r)\,d^3r,\qquad \int n_C\,d^3r=\int n_V\,d^3r=1. \tag{1}$$

It remains to find $w$ and to show that $n_C$ and $n_V$ are the densities of the conduction-edge and valence-edge orbitals.

Dimensions also restrict $w$. In Hartree atomic units an exchange potential is an inverse length. In a uniform gas the one available inverse length is $k_F=(3\pi^2\rho)^{1/3}$, so $w$ is a number times $k_F$. If the potential is to be right for the gas at every $c$, that number must be zero, and $c$ then acts through the inhomogeneity of the density alone.

## The potential and its derivative

For a crystal without spin polarization, let $\rho$ be the density and $\tau=\sum|\nabla\psi|^2$, summed over occupied spin orbitals without a factor $1/2$. The potential is

$$v_x=c\,v_{BR}+(3c-2)\,s,\qquad s=\frac1\pi\sqrt{\frac{5}{12}}\sqrt{\frac{\tau}{\rho}}. \tag{2}$$

The Becke-Roussel potential $v_{BR}$ replaces the exchange hole by an exponential charge $n(r)=\alpha^3e^{-\alpha r}/(8\pi)$, whose centre lies at a distance $b$ from the reference electron. The electrostatic potential $\varphi$ of this charge satisfies $(r\varphi)''=-4\pi r n$. The solution that is finite at the origin and tends to $1/r$ is $r\varphi=1-e^{-\alpha r}(1+\alpha r/2)$, since its second derivative is $-\alpha^3re^{-\alpha r}/2$. The hole has the opposite sign, so with $x=\alpha b$

$$v_{BR}=-\frac1b\left[1-e^{-x}\left(1+\frac x2\right)\right]. \tag{3}$$

Two conditions fix $x$ and $b$. The model charge at the electron equals the density $\rho_\sigma$ of one spin, and its Laplacian there equals $6Q_\sigma$, where

$$Q_\sigma=\frac16\left[\nabla^2\rho_\sigma-2\gamma\left(\tau_\sigma-\frac{|\nabla\rho_\sigma|^2}{4\rho_\sigma}\right)\right],\qquad \gamma=0.8. \tag{4}$$

The first condition gives $b^3=x^3e^{-x}/(8\pi\rho_\sigma)$. For the second, $\nabla^2n=n(\alpha^2-2\alpha/b)$ at $r=b$, hence $6Q_\sigma=\rho_\sigma x(x-2)/b^2$. Inserting $b^2=x^2e^{-2x/3}/(4\pi^{2/3}\rho_\sigma^{2/3})$ gives

$$\frac{x\,e^{-2x/3}}{x-2}=\frac23\pi^{2/3}\frac{\rho_\sigma^{5/3}}{Q_\sigma}. \tag{5}$$

Neither $v_{BR}$ nor $s$ contains $c$ explicitly. Differentiating (2) at fixed $\rho$, its derivatives and $\tau$ therefore gives

$$w=\frac{\partial v_x}{\partial c}=v_{BR}+3s. \tag{6}$$

## Two limits of w

**Uniform gas.** The mean of $k^2$ over the Fermi sphere is $3k_F^2/5$, so $\tau/\rho=3k_F^2/5$ and

$$s=\frac{k_F}{\pi}\sqrt{\frac5{12}\cdot\frac35}=\frac{k_F}{2\pi}. \tag{7}$$

The exchange hole at distance $u$ is $-\tfrac{9}{2}\rho\,[j_1(k_Fu)/(k_Fu)]^2$, with $j_1$ a spherical Bessel function. Its potential at the electron is

$$v_{hole}=-\frac{18\pi\rho}{k_F^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy. \tag{8}$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$ it follows that $(j_0^2+j_1^2)'=-4j_1^2/y$, so the integral is $1/4$. With $\rho=k_F^3/(3\pi^2)$ this gives $v_{hole}=-3k_F/(2\pi)$. If $v_{BR}$ took this value, then $w=0$, and (2) would give

$$v_x=\frac{k_F}{2\pi}\left[-3c+3c-2\right]=-\frac{k_F}{\pi} \tag{9}$$

for every $c$. This is the correct gas potential: the exchange energy per electron is $v_{hole}/2=-3k_F/(4\pi)\propto\rho^{1/3}$, and the derivative of $\rho$ times this energy is $4/3$ of it. The model hole meets the limit closely but not perfectly. At the mean valence density of silicon, numerical solution of (5) gives $v_{BR}=-12.431$ eV against $3s=12.436$ eV, leaving $w=0.005$ eV.

**One exponential orbital.** For the hydrogen atom $\rho_\sigma=e^{-2r}/\pi$. The bracket multiplying $\gamma$ in (4) vanishes, and the model hole is the density itself, with $\alpha=2$ and $b=r$. Also $\tau_\sigma/\rho_\sigma=1$, so

$$w=-\frac1r\left[1-e^{-2r}(1+r)\right]+\frac3\pi\sqrt{\frac5{12}}. \tag{10}$$

The last term is $0.616$. At the nucleus the first term tends to $-1$, so $w=-0.384$ hartree. Far away it tends to zero, and $w\to+0.616$ hartree. Raising $c$ thus lowers the potential where this density is high and raises it in the tail. A gap tends to open with $c$ when the valence edge lies mainly in regions of the first kind and the conduction edge in regions of the second.

## The slope as a difference of expectation values

Write the Hamiltonian at frozen fields as

$$H(c)=H_{fix}+c\,v_{BR}+(3c-2)\,s, \tag{11}$$

where $H_{fix}$ holds the kinetic energy, the ions, the Hartree potential and correlation. Let $H|n\rangle=E_n|n\rangle$ with $\langle n|n\rangle=1$. Differentiating $E_n=\langle n|H|n\rangle$ gives

$$\frac{dE_n}{dc}=\langle n|w|n\rangle+E_n\left(\langle n'|n\rangle+\langle n|n'\rangle\right)=\langle n|w|n\rangle, \tag{12}$$

where the prime is $d/dc$. The bracket is the derivative of the norm and vanishes. Subtracting the valence edge $V$ from the conduction edge $C$ proves (1):

$$\boxed{\,S\equiv\frac{dE_g}{dc}=\langle C|v_{BR}+3s|C\rangle-\langle V|v_{BR}+3s|V\rangle\,} \tag{13}$$

Here $E_g$ is the difference of eigenvalues. Three points complete the statement.

- If the edge orbitals are frozen as well, $\langle n|H(c)|n\rangle$ is linear in $c$, and $S$ holds for any change of $c$. If they relax in the frozen fields, $S$ is still the first derivative, but the gap acquires curvature.
- If the conduction minimum $\mathbf k_0$ moves with $c$, the extra term is $(\partial E/\partial\mathbf k)\cdot d\mathbf k_0/dc$. It vanishes because the band is stationary at its minimum.
- At a degenerate edge, the slopes are the eigenvalues of the matrix of $w$ within the degenerate set. The silicon valence top is a threefold irreducible set without spin-orbit coupling. Since $w$ has the crystal symmetry, its matrix there is a multiple of the unit matrix, and all three slopes agree.

## Inversion and its errors

Setting $E_g(c_0)+S(c-c_0)$ equal to a target gap $E_t$ gives

$$c\approx c_0+\frac{E_t-E_g(c_0)}{S}. \tag{14}$$

The estimate fails if $S$ is near zero, if the system has no gap at $c_0$, or if another band becomes the edge on the way to the target.

**Curvature at frozen fields.** Differentiating $(H-E_n)|n\rangle=0$ and projecting on another state $m$ gives $\langle m|w|n\rangle+(E_m-E_n)\langle m|n'\rangle=0$. Differentiating (12) once more, with $w$ fixed, gives $E_n''=2\,\mathrm{Re}\langle n|w|n'\rangle$. Together,

$$E_n''=2\sum_m\frac{|\langle m|w|n\rangle|^2}{E_n-E_m}. \tag{15}$$

The sum runs over states at the same $\mathbf k$, outside the degenerate set of $n$. The component of $|n'\rangle$ along $|n\rangle$ can be set to zero by the choice of phase.

**Relaxation of the density.** In a self-consistent calculation $\rho$ and $\tau$ depend on $c$, and so does every field made from them. The argument of (12) still holds, but with the total derivative of $H$. Writing $\Delta\langle f\rangle=\langle C|f|C\rangle-\langle V|f|V\rangle$, one finds

$$S_{sc}=S+\Delta\left\langle\frac{d(v_H+v_c)}{dc}\right\rangle+\Delta\left\langle c_0\frac{dv_{BR}}{dc}+(3c_0-2)\frac{ds}{dc}\right\rangle, \tag{16}$$

where $v_H$ and $v_c$ are the Hartree and correlation potentials. The added terms are of first order, like $S$ itself. Equation (13) is therefore the frozen slope and not, in general, the slope of self-consistent gaps.

## Silicon

The example is bulk silicon with a lattice constant of 0.543 nm, $c_0=1$ and a target gap of 1.2 eV, a rough low-temperature value. The orbitals are expanded in plane waves up to 8 hartree, with a GTH-PADE pseudopotential for the ions, local-density correlation and 32 $k$ points in the Brillouin zone. The valence top is at $\Gamma$. On a scan in steps of 0.025, the conduction minimum lies at 0.850 of the way from $\Gamma$ to $X$, and this point is held fixed in all gaps below. The self-consistent gap is 0.502 eV with local-density exchange and 1.038 eV at $c_0=1$. The first of these values rises by 22 meV with 256 $k$ points and falls by 25 meV at a cutoff of 14 hartree.

The edge expectation values, in eV, are

| | $\langle v_{BR}\rangle$ | $\langle 3s\rangle$ | $\langle w\rangle$ |
|---|---:|---:|---:|
| conduction | −13.132 | 15.719 | 2.587 |
| valence | −15.091 | 13.580 | −1.512 |
| difference | 1.960 | 2.139 | 4.099 |

Thus $S=4.10$ eV per unit $c$, with nearly equal shares from the two parts of $w$. Diagonalizing (11) in the same frozen fields at $c=0.95$ and $1.05$ gives the same slope to the digits shown. These figures belong to the stated cutoff and $k$ points: with 256 $k$ points $S$ is 3.97 eV per unit $c$, so the further decimals serve only to compare steps within one setting.

The values of $w$ in space show where the slope comes from. At the bond centre $w=-10.3$ eV, and the valence-edge density is 5.48 times its cell average, against 0.36 times for the conduction edge. In the tetrahedral void $w=+9.8$ eV. There the valence-edge density vanishes by symmetry, while the conduction edge has 1.02 times its average. This is the pattern suggested by (10). A denser $k$ mesh or a higher cutoff shifts these two values of $w$ by up to 0.6 eV, which leaves the pattern intact.

Equation (14) now gives

$$c\approx1+\frac{1.2000-1.0383}{4.0989}=1.0395. \tag{17}$$

The sum (15) gives a gap curvature of 0.24 eV per unit $c^2$, so the curvature adds $\tfrac12(0.24)(0.0395)^2\approx0.0002$ eV. Diagonalization in the frozen fields at this $c$ indeed gives 1.2002 eV. A self-consistent calculation at the same $c$ gives 1.178 eV, which is 22 meV below the target. In this example the frozen density, not the linear formula, is the main source of error in the inversion.

Self-consistent runs at $c=0.95$ and $1.05$ supply the derivatives in (16). In eV per unit $c$,

$$S_{sc}\approx4.099-1.623+1.003=3.479. \tag{18}$$

The gaps of the same two runs give 3.481 directly. With 256 $k$ points this slope falls to 3.37, but its ratio to $S$ hardly changes. The Hartree and correlation response opposes the opening of the gap, while the exchange response restores part of it. The calculation does not separate the Hartree part from the correlation part, so it does not show which of them sets the first sign.

The ratio $S_{sc}/S=0.85$ means that, to leading order, the frozen formula gives 85% of the required change in $c$. Using $S_{sc}$ in (14) gives $c=1.0465$, whose self-consistent gap is 1.2035 eV. A secant step through this point and $c_0$ gives

$$c=1.0465+(1.2000-1.2035)\,\frac{0.0465}{1.2035-1.0383}=1.0455, \tag{19}$$

and the self-consistent gap there is 1.200 eV. The four decimals serve to compare these steps; as a parameter for this model, $c\approx1.05$ is all that the remaining errors justify.

One $c$ does not shift all gaps equally. The direct gap at $\Gamma$ is 3.05 eV at $c_0$, and its frozen slope is 3.03 eV per unit $c$, against 4.10 for the indirect gap. With 256 $k$ points the two slopes are 2.95 and 3.97, so the contrast remains. Fitting the indirect gap therefore leaves the direct one as a separate prediction.

## What the fitted number means for real silicon

The lattice constant is typical of silicon. The target is the low-temperature gap of about 1.17 eV rounded up, and the rounding alone raises $c$ by about 0.009. Agreement with the target is imposed and is no evidence for the accuracy of the potential. At room temperature the real gap is lower by roughly 0.05 eV than at low temperature; fitting to that gap would lower $c$ by a further $0.05/3.48\approx0.014$. Spin-orbit coupling splits the valence top by roughly 0.04 eV. Four states rise and two fall with their mean unchanged, so the top rises by one third of the splitting, and compensation requires $c$ to increase by about 0.004. Raising the cutoff to 14 hartree, with the fields made self-consistent again, lowers the gap at $c_0$ by 25 meV and raises the fitted $c$ by about 0.007. Going from 32 to 256 $k$ points lowers the gap at $c_0$ by 6 meV and the self-consistent slope from 3.48 to 3.37, which together raise the fitted $c$ by about 0.003.

None of these corrections tests the absence of core electrons. At a nucleus the valence pseudo-density is just 0.0006 bohr$^{-3}$, so $\sqrt{\tau/\rho}$ is large and $w$ reaches 167 eV. Neither number is converged: at a cutoff of 14 hartree the density there is 0.0001 bohr$^{-3}$ and $w$ is 345 eV. This spike belongs to the pseudopotential model and not to a silicon atom with its core. The spheres of radius 1 bohr around the nuclei contribute $-0.14$ eV per unit $c$ to $S$, or about 3% of its size, and $-0.15$ eV at the higher cutoff. That figure measures the present contribution of the region; it does not bound the change that a real core density would cause. The fitted $c$ should therefore not be carried over to an all-electron calculation, where $E_g(c_0)$ and $S$ must be evaluated afresh.
